# Dipole strengths of spin–orbit split p to d transitions: verification in Python

```python
# Result under test: for a filled p shell and an empty d shell with common radial
# functions, the dipole line strengths
#   S(j->j') = sum over m, m', i of |<d j' m'| r_i |p j m>|^2
# are (4/15) R^2 times 9 (3/2->5/2), 1 (3/2->3/2), 5 (1/2->3/2), 0 (1/2->5/2),
# so that the edge strengths from p3/2 and p1/2 stand as 2:1.
# R: radial integral of r; n_i: components of the unit vector r_i/r;
# L, S: orbital and spin angular momentum in units of hbar.
# Angular integrals come from quadrature, j levels from diagonalizing L.S.
import numpy as np
from math import factorial, pi, sqrt
from scipy import constants as const
from scipy.integrate import quad
from scipy.special import lpmv


def harmonic(l, m, cos_theta, phi):
    k = abs(m)
    norm = sqrt((2*l + 1)/(4*pi)*factorial(l - k)/factorial(l + k))
    y = norm*lpmv(k, l, cos_theta)*np.exp(1j*k*phi)
    return y if m >= 0 else (-1)**k*np.conj(y)


def angular_momentum(l):
    m = np.arange(-l, l + 1)
    plus = np.zeros((len(m), len(m)), complex)
    for i in range(len(m) - 1):
        plus[i + 1, i] = sqrt(l*(l + 1) - m[i]*(m[i] + 1))
    minus = plus.conj().T
    return [(plus + minus)/2, (plus - minus)/(2j), np.diag(m).astype(complex)]


def spin_orbit_operator(l):
    spin = angular_momentum(0.5)
    return sum(np.kron(a, s) for a, s in zip(angular_momentum(l), spin))


# Angular dipole matrices between p and d spin-orbitals, by quadrature
nodes, weights = np.polynomial.legendre.leggauss(10)
angles = np.arange(16)*2*pi/16
ct, ph = np.meshgrid(nodes, angles, indexing="ij")
w = np.outer(weights, np.full(16, 2*pi/16))
st = np.sqrt(1 - ct**2)
unit_vector = [st*np.cos(ph), st*np.sin(ph), ct]
p_orb = [harmonic(1, m, ct, ph) for m in range(-1, 2)]
d_orb = [harmonic(2, m, ct, ph) for m in range(-2, 3)]
dipole = []
for n in unit_vector:
    block = np.array([[np.sum(w*np.conj(d)*n*p) for p in p_orb] for d in d_orb])
    dipole.append(np.kron(block, np.eye(2)))

# Levels of definite j: the lower eigenvalue of L.S belongs to j = l - 1/2
LS_p, LS_d = spin_orbit_operator(1), spin_orbit_operator(2)
eig_p, vec_p = np.linalg.eigh(LS_p)
eig_d, vec_d = np.linalg.eigh(LS_d)
assert np.allclose(eig_p, [-1]*2 + [0.5]*4)
assert np.allclose(eig_d, [-1.5]*4 + [1]*6)
p_level = {"1/2": vec_p[:, :2], "3/2": vec_p[:, 2:]}
d_level = {"3/2": vec_d[:, :4], "5/2": vec_d[:, 4:]}

# Line strengths from the definition, for each polarization direction
expected = {("3/2", "5/2"): 9, ("3/2", "3/2"): 1,
            ("1/2", "3/2"): 5, ("1/2", "5/2"): 0}
strength = {}
for (j, jf), number in expected.items():
    parts = np.array([np.linalg.norm(d_level[jf].conj().T @ D @ p_level[j])**2
                      for D in dipole])
    strength[j, jf] = parts.sum()
    assert abs(parts.sum() - 4*number/15) < 1e-11
    assert np.allclose(parts, parts.sum()/3, atol=1e-11)

# Equal total strength of every p and of every d spin-orbital
from_p = sum(D.conj().T @ D for D in dipole)
into_d = sum(D @ D.conj().T for D in dipole)
assert np.allclose(from_p, 2/3*np.eye(6), atol=1e-11)
assert np.allclose(into_d, 2/5*np.eye(10), atol=1e-11)

# Projector on p3/2 written with L.S
projector = p_level["3/2"] @ p_level["3/2"].conj().T
assert np.allclose(projector, (2*np.eye(6) + 2*LS_p)/3, atol=1e-11)

# Any spin-independent distribution of d holes keeps the ratio 2:1
rng = np.random.default_rng(3)
B = rng.normal(size=(5, 5)) + 1j*rng.normal(size=(5, 5))
holes = np.kron(B @ B.conj().T, np.eye(2))
z_response = dipole[2].conj().T @ holes @ dipole[2]
hole_strength = {j: np.trace(v.conj().T @ z_response @ v).real
                 for j, v in p_level.items()}
hole_ratio = hole_strength["3/2"]/hole_strength["1/2"]
assert abs(hole_ratio - 2) < 1e-10
only_d32_ratio = strength["3/2", "3/2"]/strength["1/2", "3/2"]
assert abs(only_d32_ratio - 1/5) < 1e-10

# Model radial functions: p ~ r exp(-a r), d ~ r^2 exp(-b r), lengths in angstrom
a, b, a_contracted = 16.0, 3.0, 16.5


def radial_quadrature(a, b):
    def integral(f):
        return quad(f, 0, 12, points=[0.2, 0.6, 2], limit=300,
                    epsabs=0, epsrel=1e-10)[0]
    norm_p = integral(lambda r: r**4*np.exp(-2*a*r))
    norm_d = integral(lambda r: r**6*np.exp(-2*b*r))
    return integral(lambda r: r**6*np.exp(-(a + b)*r))/sqrt(norm_p*norm_d)


def radial_formula(a, b):
    return sqrt((2*a)**5*(2*b)**7/(24*720))*720/(a + b)**7


R = radial_quadrature(a, b)
R_contracted = radial_quadrature(a_contracted, b)
assert abs(R/radial_formula(a, b) - 1) < 1e-8
assert abs(R_contracted/radial_formula(a_contracted, b) - 1) < 1e-8

# Edge energies from the core spin-orbit Hamiltonian
mean_energy, zeta = 452.0, 4.0
H_p = -mean_energy*np.eye(6) + zeta*LS_p
core = np.linalg.eigvalsh(H_p)
E2, E3 = -core[0], -core[-1]
assert abs(E3 - (mean_energy - zeta/2)) < 1e-9
assert abs(E2 - (mean_energy + zeta)) < 1e-9

# Oscillator strengths: z-polarized definition against (2m/3 hbar^2) E S
hbar2_over_m = const.hbar**2/const.m_e/const.e*1e20   # eV angstrom^2
edge = {"3/2": strength["3/2", "5/2"] + strength["3/2", "3/2"],
        "1/2": strength["1/2", "3/2"] + strength["1/2", "5/2"]}
f = {}
for j, E in (("3/2", E3), ("1/2", E2)):
    z2 = np.linalg.norm(dipole[2] @ p_level[j])**2*R**2
    f[j] = 2*E*z2/hbar2_over_m
    assert abs(f[j]/(2*E*edge[j]*R**2/(3*hbar2_over_m)) - 1) < 1e-10
f_ratio = f["3/2"]/f["1/2"]
assert abs(f_ratio - 2*E3/E2) < 1e-10
contracted_ratio = edge["3/2"]*R**2/(edge["1/2"]*R_contracted**2)

# Dipole part of electron-hole exchange in the full space of 60 excitations
G1 = 1.0
excitations = [D.reshape(-1) for D in dipole]
H_pair = -np.kron(np.eye(10), H_p.T)


def edge_strengths(G):
    H = H_pair + G*sum(np.outer(v, v.conj()) for v in excitations)
    energy, states = np.linalg.eigh(H)
    amount = np.abs(states.conj().T @ excitations[2])**2
    middle = (E2 + E3)/2
    return amount[energy < middle].sum(), amount[energy > middle].sum()


low0, high0 = edge_strengths(0.0)
low, high = edge_strengths(G1)
assert abs(low0/high0 - 2) < 1e-9
two_state = np.array([[E3 + 8*G1/9, sqrt(32)*G1/9],
                      [sqrt(32)*G1/9, E2 + 4*G1/9]])
two_energy, two_vec = np.linalg.eigh(two_state)
two_strength = (two_vec.T @ np.array([sqrt(8)/3, 2/3]))**2
assert np.allclose([low, high], two_strength, atol=1e-9)
assert abs(low + high - 4/3) < 1e-9
assert low/high < low0/high0

unit = 4/15
print("Angular strengths (units of R^2), and divided by 4/15")
for (j, jf) in expected:
    s = strength[j, jf]
    print(f"p{j} -> d{jf}: {abs(s):.6f}   {abs(s)/unit:.4f}")
print(f"strength from each p spin-orbital: {from_p[0, 0].real:.6f}")
print(f"strength into each d spin-orbital: {into_d[0, 0].real:.6f}")
print(f"edge strength from p3/2: {edge['3/2']:.6f} R^2")
print(f"edge strength from p1/2: {edge['1/2']:.6f} R^2")
print(f"edge strength ratio: {edge['3/2']/edge['1/2']:.6f}")
print(f"ratio, random spin-independent holes: {hole_ratio:.6f}")
print(f"ratio, only d3/2 open: {only_d32_ratio:.6f}")
print("Model example")
print(f"p decay constant a: {a:.1f} 1/angstrom")
print(f"d decay constant b: {b:.1f} 1/angstrom")
print(f"radial integral R: {R:.6f} angstrom")
print(f"R^2: {R**2:.4e} angstrom^2")
for (j, jf) in list(expected)[:3]:
    print(f"S(p{j} -> d{jf}): {strength[j, jf]*R**2:.4e} angstrom^2")
print(f"mean transition energy: {mean_energy:.1f} eV")
print(f"core spin-orbit constant: {zeta:.1f} eV")
print(f"p3/2 edge energy: {E3:.1f} eV")
print(f"p1/2 edge energy: {E2:.1f} eV")
print(f"hbar^2/m: {hbar2_over_m:.5f} eV angstrom^2")
print(f"oscillator strength, p3/2 edge: {f['3/2']:.5f}")
print(f"oscillator strength, p1/2 edge: {f['1/2']:.5f}")
print(f"oscillator strength ratio: {f_ratio:.4f}")
print("Variation: contracted p1/2 orbital")
print(f"p1/2 decay constant: {a_contracted:.1f} 1/angstrom")
print(f"p1/2 radial integral: {R_contracted:.6f} angstrom")
print(f"edge strength ratio: {contracted_ratio:.4f}")
print("Variation: electron-hole exchange, one polarization")
print(f"exchange integral G1: {G1:.1f} eV")
print(f"two-state coupling: {two_state[0, 1]:.4f} eV")
print(f"lower bright state: {two_energy[0]:.3f} eV")
print(f"upper bright state: {two_energy[1]:.3f} eV")
print(f"lower edge angular strength: {low:.4f}")
print(f"upper edge angular strength: {high:.4f}")
print(f"edge strength ratio: {low/high:.4f}")
print("every check passed")
```

Printed output:

```
Angular strengths (units of R^2), and divided by 4/15
p3/2 -> d5/2: 2.400000   9.0000
p3/2 -> d3/2: 0.266667   1.0000
p1/2 -> d3/2: 1.333333   5.0000
p1/2 -> d5/2: 0.000000   0.0000
strength from each p spin-orbital: 0.666667
strength into each d spin-orbital: 0.400000
edge strength from p3/2: 2.666667 R^2
edge strength from p1/2: 1.333333 R^2
edge strength ratio: 2.000000
ratio, random spin-independent holes: 2.000000
ratio, only d3/2 open: 0.200000
Model example
p decay constant a: 16.0 1/angstrom
d decay constant b: 3.0 1/angstrom
radial integral R: 0.018780 angstrom
R^2: 3.5268e-04 angstrom^2
S(p3/2 -> d5/2): 8.4643e-04 angstrom^2
S(p3/2 -> d3/2): 9.4048e-05 angstrom^2
S(p1/2 -> d3/2): 4.7024e-04 angstrom^2
mean transition energy: 452.0 eV
core spin-orbit constant: 4.0 eV
p3/2 edge energy: 450.0 eV
p1/2 edge energy: 456.0 eV
hbar^2/m: 7.61996 eV angstrom^2
oscillator strength, p3/2 edge: 0.03703
oscillator strength, p1/2 edge: 0.01876
oscillator strength ratio: 1.9737
Variation: contracted p1/2 orbital
p1/2 decay constant: 16.5 1/angstrom
p1/2 radial integral: 0.016910 angstrom
edge strength ratio: 2.4669
Variation: electron-hole exchange, one polarization
exchange integral G1: 1.0 eV
two-state coupling: 0.6285 eV
lower bright state: 450.819 eV
upper bright state: 456.515 eV
lower edge angular strength: 0.7447
upper edge angular strength: 0.5886
edge strength ratio: 1.2651
every check passed
```
